# QED Hartree-Fock with a Single Cavity Mode: Energy and Orbitals: verification in Python

```python
"""
QED Hartree-Fock for one cavity mode (atomic units, zero-point energy omitted).
H = H_e + w b'b - sqrt(w/2) D (b + b') + D^2/2, with D = lambda.(total dipole).
Result under test: the minimum over (determinant) x (any photon state) has a
coherent photon state of amplitude <D>/sqrt(2w), and its energy is the minimum
over determinants of <H_e> + Var(D)/2, which does not contain w.
Symbols: d = one-electron matrix of -lambda.r, q = matrix of (lambda.r)^2,
density = spin-summed density matrix, nuclear_D = nuclear part of D.
"""
import numpy as np
from math import factorial
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import LinearOperator, eigsh
from pyscf import gto, scf
from pyscf.fci import direct_spin1

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
BOND = 3.0
COUPLING = 0.05
N_OCC = 2
N_PHOTON = 30
number = np.arange(N_PHOTON)
lowering = np.diag(np.sqrt(number[1:]), 1)
field = lowering + lowering.T


class Molecule:
    def __init__(self, basis):
        self.mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, BOND)]],
                         unit="Bohr", basis=basis, verbose=0)
        self.overlap = self.mol.intor("int1e_ovlp")
        self.core = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.eri = self.mol.intor("int2e")
        self.e_nuc = self.mol.energy_nuc()
        start = scf.RHF(self.mol).run().make_rdm1()
        self.hf = roothaan(self, self.core, lambda p: coulomb_exchange(self.eri, p), start)
        self.e_hf = self.hf[0] + self.e_nuc

    def cavity(self, lam, origin=(0.0, 0.0, 0.0)):
        n = len(self.overlap)
        with self.mol.with_common_orig(origin):
            r = self.mol.intor("int1e_r")
            rr = self.mol.intor("int1e_rr").reshape(3, 3, n, n)
        d = -np.einsum("x,xpq->pq", lam, r)
        q = np.einsum("x,y,xypq->pq", lam, lam, rr)
        places = self.mol.atom_coords() - np.array(origin)
        return d, q, float(self.mol.atom_charges() @ places @ lam)


def coulomb_exchange(eri, density):
    return (np.einsum("pqrs,rs->pq", eri, density)
            - 0.5 * np.einsum("prqs,rs->pq", eri, density))


def roothaan(system, core, mean_field, density):
    """Closed-shell self-consistent field with DIIS extrapolation."""
    s = system.overlap
    focks, errors = [], []
    for _ in range(200):
        fock = core + mean_field(density)
        error = fock @ density @ s - s @ density @ fock
        if np.abs(error).max() < 1e-8:
            levels, orbitals = eigh(fock, s)
            return 0.5 * np.sum(density * (core + fock)), density, levels, orbitals
        focks, errors = (focks + [fock])[-8:], (errors + [error])[-8:]
        m = len(focks)
        b = -np.ones((m + 1, m + 1))
        b[m, m] = 0.0
        gram = np.array([[np.sum(x * y) for y in errors] for x in errors])
        b[:m, :m] = gram / gram.max()
        rhs = np.zeros(m + 1)
        rhs[m] = -1.0
        weights = np.linalg.lstsq(b, rhs, rcond=None)[0][:m]
        mixed = sum(w * f for w, f in zip(weights, focks))
        occupied = eigh(mixed, s)[1][:, :N_OCC]
        density = 2.0 * occupied @ occupied.T
    raise RuntimeError("self-consistent field did not converge")


def variance(d, q, density):
    return np.sum(density * q) - 0.5 * np.trace(density @ d @ density @ d)


def qed_hf(system, cavity):
    """Derived equations: Fock operator plus q/2 - d gamma d, no photon variable."""
    d, q, _ = cavity

    def mean_field(p):
        return coulomb_exchange(system.eri, p) - 0.5 * d @ p @ d
    result = roothaan(system, system.core + 0.5 * q, mean_field, system.hf[1])
    return (result[0] + system.e_nuc,) + result[1:]


def photon_matrix(mean_D, omega):
    return np.diag(omega * number) - np.sqrt(omega / 2) * mean_D * field


def product_minimum(system, cavity, omega):
    """Definition: alternate a number-basis photon diagonalization with an
    ordinary Hartree-Fock run that holds the full operator D^2/2."""
    d, q, nuclear_D = cavity
    full_eri = system.eri + np.einsum("pq,rs->pqrs", d, d)
    density, previous = system.hf[1], 0.0
    for _ in range(100):
        mean_D = nuclear_D + np.sum(d * density)
        chi = np.linalg.eigh(photon_matrix(mean_D, omega))[1][:, 0]
        push = np.sqrt(omega / 2) * (chi @ field @ chi)
        photons = np.sum(number * chi**2)
        core = system.core + 0.5 * q + (nuclear_D - push) * d
        e_el, density, _, _ = roothaan(
            system, core, lambda p: coulomb_exchange(full_eri, p), density)
        energy = (e_el + system.e_nuc + 0.5 * nuclear_D**2
                  - push * nuclear_D + omega * photons)
        if abs(energy - previous) < 1e-11:
            return energy, chi, photons
        previous = energy
    raise RuntimeError("alternating minimization did not converge")


big = Molecule("def2-tzvp")
print(f"LiH bond length: {BOND:.1f} bohr; coupling lambda: {COUPLING:.3f} a.u.")
print(f"mode volume 4 pi/lambda^2: {4*np.pi/COUPLING**2*BOHR_NM**3:.3f} nm^3")
print(f"def2-TZVP basis functions: {len(big.overlap)}")
print(f"cavity-free Hartree-Fock energy: {big.e_hf:.8f} hartree")

for name, axis in (("along bond", [0, 0, 1.0]), ("across bond", [1.0, 0, 0])):
    cav = big.cavity(COUPLING * np.array(axis))
    d, q, nuclear_D = cav
    energy, density, levels, orbitals = qed_hf(big, cav)
    var_hf, var_opt = variance(d, q, big.hf[1]), variance(d, q, density)
    D_hf = nuclear_D + np.sum(d * big.hf[1])
    D_opt = nuclear_D + np.sum(d * density)
    bound = big.e_hf + 0.5 * var_hf
    assert big.e_hf < energy < bound
    assert var_opt < var_hf
    block = orbitals[:, N_OCC:].T @ d @ orbitals[:, :N_OCC]
    pair_sum = 2.0 * np.sum(block**2)
    assert 0 < pair_sum <= var_opt + 1e-10
    print(f"[{name}] QED-HF energy: {energy:.8f} hartree")
    print(f"[{name}] shift from Hartree-Fock: {energy-big.e_hf:.8f} hartree"
          f" = {(energy-big.e_hf)*HARTREE_EV:.5f} eV")
    print(f"[{name}] half variance, HF orbitals: {0.5*var_hf:.8f} hartree")
    print(f"[{name}] half variance, optimized: {0.5*var_opt:.8f} hartree")
    print(f"[{name}] relaxation energy gain: {bound-energy:.3e} hartree")
    print(f"[{name}] occupied-virtual sum / variance: {pair_sum/var_opt:.4f}")
    print(f"[{name}] dipole, HF and QED-HF: {abs(D_hf)/COUPLING:.5f},"
          f" {abs(D_opt)/COUPLING:.5f} a.u.")
    for omega in (0.02, 0.1, 0.5):
        direct, chi, photons = product_minimum(big, cav, omega)
        z = D_opt / np.sqrt(2 * omega)
        coherent = np.array([np.exp(-z * z / 2) * z**int(n) / np.sqrt(float(factorial(int(n))))
                             for n in number])
        assert abs(direct - energy) < 1e-8
        assert abs(abs(coherent @ chi) - 1) < 1e-8
        assert abs(photons - D_opt**2 / (2 * omega)) < 1e-5
        print(f"[{name}] omega {omega:.2f} hartree: direct minimum {direct:.8f}"
              f" hartree, photons {photons:.5f}")
    if name == "along bond":
        kept = (cav, energy, density, levels, orbitals, D_opt)
    else:
        assert abs(D_opt) < 1e-7 and energy - big.e_hf > 1e-4

# Relaxation energy starts at fourth order in the coupling.
gains = []
for lam in (0.01, 0.02):
    weak = big.cavity(np.array([0, 0, lam]))
    gains.append(big.e_hf + 0.5 * variance(weak[0], weak[1], big.hf[1])
                 - qed_hf(big, weak)[0])
assert abs(gains[1] / gains[0] - 16) < 1.0
print(f"relaxation gain ratio, lambda 0.02 over 0.01: {gains[1]/gains[0]:.3f}")

# Electron removal with frozen orbitals, photon state frozen or readjusted.
(d, q, nuclear_D), energy, density, levels, orbitals, D_opt = kept
omega_test = 0.1
full_eri = big.eri + np.einsum("pq,rs->pqrs", d, d)
chi_neutral = np.linalg.eigh(photon_matrix(D_opt, omega_test))[1][:, 0]


def determinant_energy(up, down, relax_photon):
    total = up + down
    value = big.e_nuc + 0.5 * nuclear_D**2
    value += np.sum(total * (big.core + 0.5 * q + nuclear_D * d))
    value += 0.5 * np.einsum("pqrs,pq,rs->", full_eri, total, total, optimize=True)
    for spin in (up, down):
        value -= 0.5 * np.einsum("prqs,pq,rs->", full_eri, spin, spin, optimize=True)
    photon = photon_matrix(nuclear_D + np.sum(d * total), omega_test)
    if relax_photon:
        return value + np.linalg.eigvalsh(photon)[0]
    return value + chi_neutral @ photon @ chi_neutral


homo = orbitals[:, N_OCC - 1]
half = density / 2
neutral = determinant_energy(half, half, True)
assert abs(neutral - energy) < 1e-8
hole = half - np.outer(homo, homo)
frozen = determinant_energy(hole, half, False) - neutral
relaxed = determinant_energy(hole, half, True) - neutral
d_homo = homo @ d @ homo
level = levels[N_OCC - 1]
assert abs(frozen + level) < 1e-6
assert abs(relaxed + level + 0.5 * d_homo**2) < 1e-6
print(f"highest occupied level, HF: {big.hf[2][N_OCC-1]:.6f} hartree")
print(f"highest occupied level, QED-HF, origin at Li: {level:.6f} hartree")
print(f"removal energy, photon frozen: {frozen:.6f} hartree")
print(f"removal energy, photon readjusted: {relaxed:.6f} hartree")

# Shift of the coordinate origin along the bond.
SHIFT = 10.0
moved = big.cavity(np.array([0, 0, COUPLING]), (0.0, 0.0, SHIFT))
d2, q2, _ = moved
energy_moved = qed_hf(big, moved)[0]
fock_moved = (big.core + 0.5 * q2 + coulomb_exchange(big.eri, density)
              - 0.5 * d2 @ density @ d2)
level_moved = homo @ fock_moved @ homo
removal_moved = -level_moved - 0.5 * (homo @ d2 @ homo)**2
assert abs(energy_moved - energy) < 1e-8
assert abs(level_moved - level) > 1e-3
assert abs(removal_moved - relaxed) < 1e-6
print(f"origin shift: {SHIFT:.1f} bohr; QED-HF energy then: {energy_moved:.8f} hartree")
print(f"same orbital's Fock element after shift: {level_moved:.6f} hartree")
print(f"its photon-readjusted removal energy: {removal_moved:.6f} hartree")

# Correlated reference: all determinants times photon number states, small basis.
small = Molecule("sto-3g")
cav = small.cavity(np.array([0, 0, COUPLING]))
d, q, nuclear_D = cav
e_small, p_small, _, c = qed_hf(small, cav)
n_orb = c.shape[1]
electrons = (N_OCC, N_OCC)
d_mo, q_mo, h_mo = (c.T @ m @ c for m in (d, q, small.core))
eri_mo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", small.eri, c, c, c, c, optimize=True)
n_string = n_orb * (n_orb - 1) // 2
n_det = n_string**2


def many_body(one, two=None):
    columns = []
    if two is not None:
        combined = direct_spin1.absorb_h1e(one, two, n_orb, electrons, 0.5)
    for k in range(n_det):
        unit = np.zeros(n_det)
        unit[k] = 1.0
        unit = unit.reshape(n_string, n_string)
        if two is None:
            out = direct_spin1.contract_1e(one, unit, n_orb, electrons)
        else:
            out = direct_spin1.contract_2e(combined, unit, n_orb, electrons)
        columns.append(np.asarray(out).ravel())
    return np.array(columns).T


identity = np.eye(n_det)
H_bare = many_body(h_mo, eri_mo) + small.e_nuc * identity
D_matrix = many_body(d_mo) + nuclear_D * identity
H_full = (many_body(h_mo + 0.5 * q_mo + nuclear_D * d_mo,
                    eri_mo + np.einsum("pq,rs->pqrs", d_mo, d_mo))
          + (small.e_nuc + 0.5 * nuclear_D**2) * identity)
# The first determinant is the QED-HF one.
var_ci = 2 * (H_full[0, 0] - H_bare[0, 0]) - D_matrix[0, 0]**2
assert abs(var_ci - variance(d, q, p_small)) < 1e-8
assert abs(H_bare[0, 0] + 0.5 * var_ci - e_small) < 1e-8


def static_energy(x):
    return np.linalg.eigvalsh(H_full - x * D_matrix)[0] + 0.5 * x * x


centre = D_matrix[0, 0]
static = minimize_scalar(static_energy, bounds=(centre - 0.3, centre + 0.3),
                         method="bounded", options={"xatol": 1e-7})
e_static = static.fun
print(f"STO-3G determinants: {n_det}; photon number states: {N_PHOTON}")
print(f"STO-3G QED-HF energy: {e_small:.8f} hartree")
print(f"STO-3G correlated electrons, coherent photons: {e_static:.8f} hartree")
ground = np.linalg.eigh(H_full - static.x * D_matrix)[1][:, 0]
correlated = {}
for omega in (0.01, 0.02, 0.1, 0.5, 2.0):
    def apply(vector, w=omega):
        block = vector.reshape(n_det, N_PHOTON)
        out = H_full @ block + block * (w * number)
        return (out - np.sqrt(w / 2) * (D_matrix @ block) @ field).ravel()
    size = n_det * N_PHOTON
    chi = np.linalg.eigh(photon_matrix(static.x, omega))[1][:, 0]
    operator = LinearOperator((size, size), matvec=apply, dtype=float)
    value = eigsh(operator, k=1, which="SA", v0=np.kron(ground, chi), ncv=60,
                  tol=1e-10, return_eigenvectors=False)[0]
    correlated[omega] = value
    assert value < e_static < e_small
    print(f"STO-3G correlated, omega {omega:.2f} hartree: {value:.8f} hartree,"
          f" below coherent by {e_static-value:.3e}")
assert max(correlated.values()) - min(correlated.values()) > 1e-5
assert e_static - correlated[0.01] < 0.6 * (e_static - correlated[0.02])

print("done: every assertion held")
```

Printed output:

```
LiH bond length: 3.0 bohr; coupling lambda: 0.050 a.u.
mode volume 4 pi/lambda^2: 0.745 nm^3
def2-TZVP basis functions: 20
cavity-free Hartree-Fock energy: -7.98514724 hartree
[along bond] QED-HF energy: -7.98061390 hartree
[along bond] shift from Hartree-Fock: 0.00453334 hartree = 0.12336 eV
[along bond] half variance, HF orbitals: 0.00458813 hartree
[along bond] half variance, optimized: 0.00448601 hartree
[along bond] relaxation energy gain: 5.479e-05 hartree
[along bond] occupied-virtual sum / variance: 0.9370
[along bond] dipole, HF and QED-HF: 2.37265, 2.39548 a.u.
[along bond] omega 0.02 hartree: direct minimum -7.98061390 hartree, photons 0.35864
[along bond] omega 0.10 hartree: direct minimum -7.98061390 hartree, photons 0.07173
[along bond] omega 0.50 hartree: direct minimum -7.98061390 hartree, photons 0.01435
[across bond] QED-HF energy: -7.98029941 hartree
[across bond] shift from Hartree-Fock: 0.00484782 hartree = 0.13192 eV
[across bond] half variance, HF orbitals: 0.00491299 hartree
[across bond] half variance, optimized: 0.00478583 hartree
[across bond] relaxation energy gain: 6.516e-05 hartree
[across bond] occupied-virtual sum / variance: 0.7166
[across bond] dipole, HF and QED-HF: 0.00000, 0.00000 a.u.
[across bond] omega 0.02 hartree: direct minimum -7.98029941 hartree, photons 0.00000
[across bond] omega 0.10 hartree: direct minimum -7.98029941 hartree, photons 0.00000
[across bond] omega 0.50 hartree: direct minimum -7.98029941 hartree, photons 0.00000
relaxation gain ratio, lambda 0.02 over 0.01: 15.679
highest occupied level, HF: -0.302476 hartree
highest occupied level, QED-HF, origin at Li: -0.308054 hartree
removal energy, photon frozen: 0.308054 hartree
removal energy, photon readjusted: 0.298917 hartree
origin shift: 10.0 bohr; QED-HF energy then: -7.98061390 hartree
same orbital's Fock element after shift: -0.365461 hartree
its photon-readjusted removal energy: 0.298917 hartree
STO-3G determinants: 225; photon number states: 30
STO-3G QED-HF energy: -7.85795893 hartree
STO-3G correlated electrons, coherent photons: -7.87845034 hartree
STO-3G correlated, omega 0.01 hartree: -7.87850269 hartree, below coherent by 5.235e-05
STO-3G correlated, omega 0.02 hartree: -7.87855100 hartree, below coherent by 1.007e-04
STO-3G correlated, omega 0.10 hartree: -7.87883158 hartree, below coherent by 3.812e-04
STO-3G correlated, omega 0.50 hartree: -7.87935052 hartree, below coherent by 9.002e-04
STO-3G correlated, omega 2.00 hartree: -7.87975059 hartree, below coherent by 1.300e-03
done: every assertion held
```
